The Marcus cross relation with its f factor and work terms

Consider two one-electron couples in solution, Ox1/Red1 and Ox2/Red2, and the cross reaction

Ox1 + Red2 → Red1 + Ox2, with rate constant k12.

Exchanging the labels 1 and 2 turns this reaction into its own reverse, whose rate constant is k21. Detailed balance requires k12/k21 = K12, the equilibrium constant. Therefore

k12 = (k12 k21)^(1/2) (k12/k21)^(1/2) = s12 K12^(1/2), with s12 = (k12 k21)^(1/2).

The quantity s12 is unchanged by the exchange of labels and has the dimension of a second-order rate constant, while K12 is dimensionless. Suppose that each couple contributes its own independent factor, so that s12 = g1 g2. For two identical couples the reaction is a self-exchange, Ox1 + Red1 → Red1 + Ox1, with rate constant k11 = g1². Likewise k22 = g2². It follows that s12 = (k11 k22)^(1/2) and

k12 ≈ (k11 k22 K12)^(1/2).

Whatever spoils the factorisation must enter as a dimensionless correction that is symmetric in 1 and 2 and equals one for identical couples. The driving force changes sign under the exchange, so a correction that depends on it alone must be even in it; an odd power can appear only when multiplied by another quantity that also changes sign under the exchange. Symmetry goes no further. A model of the activation free energy is needed to say when the factorisation holds and what the correction is.

The model is that of outer-sphere electron transfer under activation control. The reactants first form a pair at a fixed distance, in equilibrium with the separated species. The molar work of forming the pair Ox1, Red2 is w12, and that of forming the product pair Red1, Ox2 is w21. For the self-exchange pairs Ox1, Red1 and Ox2, Red2 the works are w11 and w22. Each rate constant is written

k_ij = A_ij exp(−ΔG*_ij/RT),

where ΔG*_ij contains the work of pair formation and A_ij is what remains, in M⁻¹ s⁻¹.

The free energy change within the pair, ΔG', follows from a cycle. Going from separated reactants to separated products through the two pairs costs w12 + ΔG' − w21, which must equal the standard reaction free energy −RT ln K12. Here K12 is the concentration quotient in the same medium, at the same ionic strength, to which the rate constants and works refer. Hence

ΔG' = −RT ln K12 + w21 − w12.

In a self-exchange the reactant and product pairs are the same, so ΔG' = 0.

Now let the surroundings and bonds of each reactant respond harmonically to its charge, with the same force constants in both oxidation states, and independently of the partner. Scale the coordinate x_m of each mode so that the oxidised minimum is at 0 and the reduced minimum at 1, and let c_m be the energy of displacing that mode from 0 to 1. The oxidised and reduced energies are Σ c_m x_m² and Σ c_m (1−x_m)², and their difference depends only on Σ c_m x_m. For a given value of this sum, the lowest energy has all x_m equal to a common x, because minimising Σ c_m x_m² with Σ c_m x_m fixed gives 2c_m x_m = constant × c_m. One coordinate per reactant is therefore enough for finding the barrier:

oxidised: l x², reduced: l (1−x)², with l = Σ c_m.

In the cross reaction reactant 1 starts oxidised and reactant 2 starts reduced. The energies before and after electron transfer are

E_i = l1 x1² + l2 (1−x2)²

E_f = l1 (1−x1)² + l2 x2² + ΔG'.

The reorganisation energy λ is the energy of the final state at the initial minimum, measured from the final minimum. The initial minimum is x1 = 0, x2 = 1, where E_f − ΔG' = l1 + l2. Thus λ12 = l1 + l2. A self-exchange involves two molecules of the same couple, one oxidised and one reduced, so λ11 = 2l1 and λ22 = 2l2. This gives the additivity of reorganisation energies,

λ12 = (λ11 + λ22)/2.

Electron transfer needs equal energies, E_f = E_i. With y2 = 1 − x2 the squares cancel in the difference, and the condition is

l1 (1−2x1) + l2 (1−2y2) + ΔG' = 0.

The barrier is the minimum of E_i = l1 x1² + l2 y2² under this condition. Adding the condition with a Lagrange multiplier m and differentiating gives

2l1 x1 − 2m l1 = 0 and 2l2 y2 − 2m l2 = 0,

so x1 = y2 = m. The condition then reads λ12 (1−2m) + ΔG' = 0, or m = (λ12 + ΔG')/(2λ12). Because E_i is a convex quadratic and the condition is linear, this point is the minimum, and its energy is

λ12 m² = (λ12 + ΔG')²/(4λ12).

Both reactants travel the same fraction m of their way to the product geometry. For |ΔG'| < λ12 this fraction lies between 0 and 1. For ΔG' < −λ12 the barrier rises again with increasing driving force, which is the inverted region. All modes are treated classically here, which requires vibrational quanta small compared with k_B T. Bond vibrations at room temperature often violate this. Transfer into excited vibrational levels of the products then changes the dependence on driving force, most of all in the inverted region, where the rate falls more slowly than the parabola predicts.

Including the work of pair formation, the activation free energies are

ΔG*12 = w12 + (λ12 + ΔG')²/(4λ12)

ΔG*11 = w11 + λ11/4, ΔG*22 = w22 + λ22/4.

Expanding the square gives

ΔG*12 = w12 + λ12/4 + ΔG'/2 + ΔG'²/(4λ12).

Additivity turns the second term into self-exchange quantities:

λ12/4 = (λ11/4 + λ22/4)/2 = (ΔG*11 + ΔG*22 − w11 − w22)/2.

The third term is ΔG'/2 = −(RT/2) ln K12 + (w21 − w12)/2. Its work part combines with the leading w12 to give (w12 + w21)/2. Altogether

ΔG*12 = (ΔG*11 + ΔG*22)/2 − (RT/2) ln K12 + (w12 + w21 − w11 − w22)/2 + ΔG'²/(4λ12).

Divide by −RT, exponentiate and multiply by A12. Since exp(−ΔG*11/RT) = k11/A11, and similarly for couple 2, the first term becomes [k11 k22/(A11 A22)]^(1/2). The second becomes K12^(1/2). The third defines

W12 = exp[−(w12 + w21 − w11 − w22)/(2RT)],

and the last is written as f12^(1/2), so that f12 can stand under the common square root:

ln f12 = −ΔG'²/(2λ12 RT).

The cross relation is then

k12 = [A12/(A11 A22)^(1/2)] (k11 k22 K12 f12)^(1/2) W12.

The simple form k12 = (k11 k22 K12 f12)^(1/2) therefore holds when A12² = A11 A22 and W12 = 1, and otherwise only if the departures of these two factors happen to cancel.

To express f12 through measurable rate constants, solve the self-exchange expressions for the reorganisation energies:

λ11 = 4[RT ln(A11/k11) − w11], λ22 = 4[RT ln(A22/k22) − w22].

Half their sum is

λ12 = 2[RT ln(A11 A22/(k11 k22)) − w11 − w22].

Insert this into ln f12 and divide numerator and denominator by (RT)². The numerator contains ΔG'/RT = −[ln K12 + (w12 − w21)/RT], whose sign disappears on squaring. The minus sign in front is absorbed by inverting the argument of the logarithm in the denominator. The result is

ln f12 = [ln K12 + (w12 − w21)/RT]² / {4[ln(k11 k22/(A11 A22)) + (w11 + w22)/RT]}.

The denominator equals −2λ12/RT and is negative, so f12 ≤ 1. Without work terms and with a common A this reduces to ln f = (ln K12)²/[4 ln(k11 k22/A²)].

The factor K12^(1/2) expresses a barrier that, near ΔG' = 0, falls by half of a small gain in driving force; in general the slope of the barrier with respect to ΔG' is m = (λ12 + ΔG')/(2λ12). The factor f12 carries the curvature of the parabola: as the driving force grows towards −ΔG' = λ12, the crossing point moves towards the reactant minimum and each further gain lowers the barrier by less; beyond that value the barrier rises again. The correction is negligible when ΔG'² is much smaller than 2λ12 RT. Exchanging 1 and 2 reverses the sign of ΔG' and leaves f12 and W12 unchanged, so k12/k21 = (A12/A21) K12, and detailed balance holds, as the opening argument required, when A12 = A21.

The work terms become explicit if the forces between reactants are purely electrostatic and all pairs have the same contact distance r. Let the oxidised forms carry charges z1 and z2, in units of e, and the reduced forms z1−1 and z2−1. Each work is a product of charges times the work w0 for two unit charges:

w12 = z1(z2−1)w0, w21 = (z1−1)z2 w0,

w11 = z1(z1−1)w0, w22 = z2(z2−1)w0.

The combination in W12 is

w12 + w21 − w11 − w22 = (2z1z2 − z1 − z2 − z1² + z1 − z2² + z2)w0 = −(z1−z2)² w0,

and therefore

W12 = exp[(z1−z2)² w0/(2RT)].

In this model W12 is at least one, because w0 is positive. When z1 = z2 it equals one and w12 = w21, so the work terms leave the numerator of ln f12. Its denominator still contains w11 + w22 = 2z1(z1−1)w0, which vanishes only when one member of each couple is neutral.

For w0, take a unit charge surrounded by an ionic atmosphere that begins at distance r. In linearised Poisson–Boltzmann theory the potential φ at distance R obeys ∇²φ = κ²φ, with

κ² = 2e² N_A I/(ε0 ε_s k_B T),

where I is the ionic strength as an amount per volume in SI units and ε_s is the static relative permittivity. For a spherical potential, Rφ = u satisfies u'' = κ²u, so the decaying solution is φ = B exp(−κR)/R. At R = r the field must be that of the enclosed unit charge:

−dφ/dR = B exp(−κr)(1+κr)/r² = e/(4πε0 ε_s r²).

This fixes B, and the potential at contact is φ(r) = e/[4πε0 ε_s r(1+κr)]. Placing the second unit charge there as a test charge costs, per mole,

w0 = N_A e²/[4πε0 ε_s r(1+κr)].

As an example take round model parameters: a solvent with ε_s = 78.4 at 298.15 K, where RT = 2.479 kJ/mol, ionic strength 0.10 M, r = 0.70 nm, and couples with charges 3+/2+ and 1−/2−. Then κr = 0.728 and w0 = 1.465 kJ/mol. The charge products give

w12 = 3(−2)w0 = −8.79 kJ/mol, w21 = 2(−1)w0 = −2.93 kJ/mol,

w11 = 3(2)w0 = 8.79 kJ/mol, w22 = (−1)(−2)w0 = 2.93 kJ/mol.

Let k11 = 10 M⁻¹ s⁻¹, k22 = 10⁴ M⁻¹ s⁻¹ and A = 10¹¹ M⁻¹ s⁻¹ for all three reactions. The formal potential of couple 1 in this medium lies 0.20 V above that of couple 2, so the standard reaction free energy at this ionic strength is −19.30 kJ/mol and K12 = 2.403 × 10³. Within the pair,

ΔG' = −19.30 − 2.93 + 8.79 = −13.44 kJ/mol.

The driving force is smaller inside the pair because the reactants attract each other more strongly than the products do. The reorganisation energies are

λ11 = 4[2.479 ln(10¹⁰) − 8.79] = 193.2 kJ/mol

λ22 = 4[2.479 ln(10⁷) − 2.93] = 148.1 kJ/mol

λ12 = (193.2 + 148.1)/2 = 170.6 kJ/mol, or 1.77 eV.

The two correction factors follow:

ln f12 = −(13.44)²/(2 × 170.6 × 2.479) = −0.213, f12 = 0.808

W12 = exp[16 × 1.465/(2 × 2.479)] = 113.

With (k11 k22 K12)^(1/2) = 1.550 × 10⁴ M⁻¹ s⁻¹, the rate constant is

k12 = 1.550 × 10⁴ × (0.808)^(1/2) × 113 = 1.57 × 10⁶ M⁻¹ s⁻¹.

A numerical search for the lowest crossing point of the two energy surfaces gives a barrier of 36.20 kJ/mol and the same k12. The numerical check repeats this comparison at potential differences from −0.30 to 1.50 V.

If all work terms are dropped while k11 and k22 are kept, the result is 1.28 × 10⁴ M⁻¹ s⁻¹, smaller by a factor of 123. Most of this is W12. The remainder comes from f, which would be 0.679 instead of 0.808. The reason for the large W12 is that both self-exchange reactions are slowed by repulsion between like charges, whereas the cross reaction is helped by attraction. The value 113 belongs to the linearised model, however. At contact the potential energy of a unit charge near the 3+ ion is 3w0 = 4.4 kJ/mol, which exceeds RT, so the usual condition for linearisation, a potential energy small compared with RT, is not met here.

The importance of f12 grows quickly with driving force. For the same couples at other potential differences, f12 is 0.96 at 0 V, 0.12 at 0.50 V and 6.1 × 10⁻⁵ at 1.00 V. It is not one at 0 V because the works leave ΔG' = 5.86 kJ/mol within the pair.

At large driving force activation control must also be checked. Let pairs form with rate constant k_d, separate with k_s and react with k_e. In the steady state, neglecting the back reaction, the observed constant is k_obs = k_d k_e/(k_s + k_e). The activation-controlled constant is k_act = (k_d/k_s)k_e, so

1/k_obs = 1/k_d + 1/k_act.

The cross relation refers to k_act. In water k_d is very roughly 10⁹ to 10¹⁰ M⁻¹ s⁻¹, and somewhat higher for oppositely charged ions. This is well above the k12 of the example at 0.20 V. At 1.00 V, however, the cross relation gives k_act = 7.9 × 10¹⁰ M⁻¹ s⁻¹, above k_d, so the observed rate there is set mainly by diffusion.

Additivity itself can fail, first because the solvent does not respond to each reactant separately. Model the reactants as spheres of radii a1 and a2 at distance r, each carrying its charge spread uniformly and rigidly over its surface, so that the spheres do not polarise each other, and ignore the volume from which each excludes solvent around the other. Electron transfer changes the charges by +e on one sphere and −e on the other. In vacuum this difference charge has the electrostatic energy (e²/4πε0)[1/(2a1) + 1/(2a2) − 1/r]. The slow polarisation is out of equilibrium by just the response to this difference charge. The energy released when it relaxes is the energy in a medium with only the fast, optical response minus that in the fully relaxed medium:

λ12 = C[1/(2a1) + 1/(2a2) − 1/r], C = N_A e²(1/ε_op − 1/ε_s)/(4πε0),

where ε_op is the optical permittivity. The term in 1/r couples the reactants. If r is the same for all three pairs, as assumed in the example, it drops out of the comparison and additivity survives. If each pair is at its own contact distance, then λ11 = C/(2a1), λ22 = C/(2a2) and r12 = a1 + a2, so

λ12 − (λ11+λ22)/2 = C[(a1+a2)/(4a1a2) − 1/(a1+a2)] = C(a1−a2)²/[4a1a2(a1+a2)].

The excess vanishes for equal radii and is otherwise positive. For radii 0.30 and 0.45 nm and ε_op = 1.78, λ11 = 127.1 and λ22 = 84.8 kJ/mol, while λ12 = 110.2 kJ/mol, which is 4.2 kJ/mol above the mean. At ΔG' = 0 a quarter of this enters the barrier, and, with works and prefactors held fixed, the rate constant is 0.65 times the value given by additivity. Separate contact distances also change the works, so W12 no longer has the form found for a common r.

A second failure arises when the force constants differ between oxidation states. Take the two well bottoms of the cross reaction to be level and keep the prefactors fixed. At any crossing point E_i = E_f, so the energy there also equals (E_i + E_f)/2. This average is a sum of two independent terms, one per reactant, each being half the sum of its oxidised and reduced energies. If their minima are h1 and h2, the cross barrier cannot lie below h1 + h2. In a self-exchange the same bound is 2h1, and it is reached, because two like molecules at the same coordinate satisfy the crossing condition by symmetry. The mean self-exchange barrier is therefore h1 + h2, and under these conditions the cross relation can overestimate the rate but not underestimate it.

To see the size of the effect, give the oxidised and reduced wells of couple 1 the coefficients 1.25 l1 and 0.75 l1, and those of couple 2 the coefficients 0.75 l2 and 1.25 l2, with l1 and l2 from the example. The mean self-exchange barrier is 39.99 kJ/mol and the true cross barrier is 40.64 kJ/mol. From the barriers alone, with fixed prefactors and K12 taken as one, the true rate is 0.77 times the predicted one. Unequal force constants also change the partition functions of the wells, and with them the prefactors and K12: classically the partition function of a harmonic mode varies as the inverse square root of its coefficient, so with one coordinate per reactant level well bottoms here give K12 = 1.25/0.75 = 1.67, and with n modes per reactant scaled in the same way they give 1.67ⁿ. This comparison leaves those effects out.

The prefactors remain. For weak electronic coupling V_ij the rate within the pair is proportional to V_ij² times the thermal probability density of a zero energy gap E_f − E_i. The gap is λ12 + ΔG' − 2l1x1 − 2l2y2. Classically x1 and y2 are Gaussian with variances RT/(2l1) and RT/(2l2), so the gap is Gaussian with mean λ12 + ΔG' and variance 2l1RT + 2l2RT = 2λ12RT. Its density at zero is

(4πλ12RT)^(−1/2) exp[−(λ12+ΔG')²/(4λ12RT)].

The exponential is the barrier factor already found, and the prefactor varies as V_ij²/λ_ij^(1/2). If the couplings satisfy V12² = V11V22 and the factors for pair formation other than the work are equal, then

A12/(A11A22)^(1/2) = (λ11λ22)^(1/4)/λ12^(1/2).

For the reorganisation energies of the example this is 0.996, so moderately unequal λ values alone hardly disturb the relation; for λ11 = 4λ22 the factor is 0.89. The condition on the couplings is more demanding: nothing in the additivity of reorganisation energies enforces it, and if it fails, the value of k12 predicted from k11, k22 and K12 must be multiplied by V12²/(V11V22).

Numbers as computed

```
Temperature: 298.15 K; RT = 2.4790 kJ/mol
Static, optical permittivity: 78.4, 1.78
Ionic strength: 0.10 M; contact distance: 0.70 nm
Charges of oxidised forms z1, z2: +3, -1
k11 = 1.000e+01 M^-1 s^-1
k22 = 1.000e+04 M^-1 s^-1
A = 1.000e+11 M^-1 s^-1
Potential difference: 0.20 V
Inverse screening length kappa = 1.0402 nm^-1
kappa times contact distance = 0.7281
Unit-charge work w0 = 1.4650 kJ/mol
w0 from numerical screening equation = 1.4650 kJ/mol
w12 = -8.790 kJ/mol
w21 = -2.930 kJ/mol
w11 = 8.790 kJ/mol
w22 = 2.930 kJ/mol
Standard reaction free energy = -19.297 kJ/mol
Work-corrected free energy = -13.437 kJ/mol
K12 = 2.4027e+03; ln K12 = 7.7843
lambda11 = 193.16 kJ/mol
lambda22 = 148.10 kJ/mol
lambda12 = 170.63 kJ/mol = 1.768 eV
sqrt(k11 k22 K12) = 1.5501e+04 M^-1 s^-1
ln f12 = -0.2134; f12 = 0.8078
W12 = 113.03
k12, cross relation = 1.5747e+06 M^-1 s^-1
Crossing barrier, numerical search = 36.204 kJ/mol
k12, numerical search = 1.5747e+06 M^-1 s^-1
k21, cross relation = 6.5538e+02 M^-1 s^-1
f without work terms = 0.6791
k12 without work terms = 1.2774e+04 M^-1 s^-1
k12 with / without work terms = 123.28
f at potential difference -0.30 V = 2.388e-01
f at potential difference +0.00 V = 9.602e-01
f at potential difference +0.50 V = 1.196e-01
f at potential difference +1.00 V = 6.078e-05
f at potential difference +1.50 V = 1.259e-10
Weak-coupling prefactor ratio, numerical = 0.99561
Weak-coupling prefactor ratio, formula = 0.99561
Unequal spheres, radii: 0.30, 0.45 nm
Solvent lambda11, lambda22 = 127.14, 84.76 kJ/mol
Solvent lambda12 = 110.18 kJ/mol
Excess over mean, numerical = 4.238 kJ/mol
Excess over mean, formula = 4.238 kJ/mol
Rate factor exp(-excess/4RT) = 0.652
Unequal curvatures: coefficients 1.25 and 0.75 times l
Mean self-exchange barrier = 39.992 kJ/mol
True cross barrier = 40.637 kJ/mol
True / predicted rate = 0.771
```
